# Where Source-Drain Tunnelling Overtakes Thermal Leakage: A Crossover-Length Estimate

A transistor is switched off by raising an energy barrier in its channel. Electrons in the source still leak to the drain, because a few have enough thermal energy to pass over the barrier. Making the channel shorter at fixed barrier height leaves this thermal requirement unchanged, but it opens a second route: electrons can tunnel through. At what channel length do the two routes become comparable?

## The estimate

Let the barrier be a rectangle of height $\phi$ and length $L$. Energies are measured from the conduction-band edge of the source, and the effective mass $m$ is the same everywhere.

An electron passes over the top if its energy exceeds $\phi$. At temperature $T$ the probability of this carries the Boltzmann factor $e^{-x}$, with

$$x=\frac{\phi}{k_BT}.$$

An electron at the band edge, $E=0$, must tunnel. Inside the barrier its wave function obeys $-(\hbar^2/2m)\psi''+\phi\psi=0$, or $\psi''=\kappa^2\psi$ with

$$\kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

The amplitude falls as $e^{-\kappa L}$ and the probability as its square, $e^{-2\kappa L}$. Equating the exponents, $2\kappa L_c=\phi/k_BT$, gives

$$L_c=\frac{\phi}{2\kappa k_BT}=\frac{\hbar\,\phi}{2k_BT\sqrt{2m\phi}}=\frac{\hbar}{2k_BT}\sqrt{\frac{\phi}{2m}} .$$

Take $\phi=0.30$ eV, $m=0.20\,m_0$ and $T=300$ K, where $m_0$ is the free-electron mass. Then $k_BT=0.02585$ eV, $x=11.605$ and $2\kappa=2.5098$ nm$^{-1}$, so

$$L_c=\frac{11.605}{2.5098\ \text{nm}^{-1}}=4.62\ \text{nm}.$$

Both routes then carry the factor $e^{-11.6}\approx9\times10^{-6}$. Each nanometre removed from the barrier multiplies the band-edge tunnelling factor by 12.3. At 6 nm the tunnelling exponent is 15.06, larger than the thermal one; at 3 nm it is 7.53, and tunnelling is strongly favoured.

The estimate leaves two questions open. It compares two selected energies, although electrons of every energy contribute. It also compares exponents, although leakage is a current and has prefactors.

## The current as an integral over energy

Consider a channel with one occupied subband and coherent motion, and count only electrons coming from the source. States moving towards the drain in an interval $dk$ number $2\,dk/2\pi$ per unit length, including spin, and move at velocity $v=\hbar^{-1}dE/dk$. Their arrival rate per unit energy is therefore

$$v\,\frac{1}{\pi}\frac{dk}{dE}=\frac{1}{\pi\hbar}=\frac{2}{h}.$$

The velocity cancels. With transmission probability $\mathcal T(E)$ and occupation $f(E)$, the current has magnitude

$$I=\frac{2e}{h}\int_0^\infty \mathcal T(E)f(E)\,dE .$$

For a non-degenerate source, $f\propto e^{-E/k_BT}$. The constant of proportionality is common to both routes and drops out of their ratio.

If every electron above the barrier were transmitted, the thermal fraction of the incident flux would be

$$\frac{\int_\phi^\infty e^{-E/k_BT}dE}{\int_0^\infty e^{-E/k_BT}dE}
=\frac{k_BT\,e^{-\phi/k_BT}}{k_BT}=e^{-x}.$$

This is the thermal exponent used above.

## Transmission of the rectangle

For $0<E<\phi$ define $k=\sqrt{2mE}/\hbar$ and $q=\sqrt{2m(\phi-E)}/\hbar$. Let the wave be $e^{ikx}+re^{-ikx}$ on the source side ($x<0$) and $te^{ik(x-L)}$ on the drain side ($x>L$), where $x$ temporarily denotes position. Since the mass is uniform, $\psi$ and $\psi'$ are continuous.

At $x=L$ these are $\psi=t$ and $\psi'=ikt$. The solution inside with these values is

$$\psi(x)=t\left[\cosh q(x-L)+\frac{ik}{q}\sinh q(x-L)\right].$$

At the source face it gives

$$\psi(0)=t\left[\cosh qL-\frac{ik}{q}\sinh qL\right],\qquad
\psi'(0)=t\left[ik\cosh qL-q\sinh qL\right].$$

Outside, $\psi(0)=1+r$ and $\psi'(0)/(ik)=1-r$. Adding these removes $r$. With $-q/(ik)=iq/k$,

$$2=t\left[2\cosh qL+i\left(\frac qk-\frac kq\right)\sinh qL\right].$$

The wave vectors on the two sides are equal, so $\mathcal T=|t|^2$. Taking the squared modulus and using $\cosh^2=1+\sinh^2$,

$$\frac1{\mathcal T}=1+\left[1+\frac14\left(\frac qk-\frac kq\right)^2\right]\sinh^2qL
=1+\frac14\left(\frac qk+\frac kq\right)^2\sinh^2qL .$$

Finally $(q/k+k/q)^2=(q^2+k^2)^2/(q^2k^2)=\phi^2/[E(\phi-E)]$, so

$$\mathcal T(E)=\left[1+\frac{\phi^2\sinh^2qL}{4E(\phi-E)}\right]^{-1}.$$

For a thick barrier, $\sinh^2qL\approx e^{2qL}/4$ and the 1 is negligible:

$$\mathcal T(E)\approx\frac{16E(\phi-E)}{\phi^2}\,e^{-2qL}.$$

As $E\to0$ the exponent becomes $2\kappa L$, as assumed. The prefactor vanishes there, so the current is carried by electrons somewhat above the edge. The WKB approximation, in the form used below, keeps the exponential and sets the prefactor to one.

## Why two energies suffice for the exponent

From here on $x$ again means $\phi/k_BT$. An electron of energy $E<\phi$ contributes with the combined exponent

$$G(E)=-\frac{E}{k_BT}-a\sqrt{\phi-E},\qquad a=\frac{2L\sqrt{2m}}{\hbar}.$$

The first term is the cost of finding the electron at $E$, the second the cost of tunnelling from there. Differentiating twice,

$$G'=-\frac1{k_BT}+\frac{a}{2\sqrt{\phi-E}},\qquad
G''=\frac{a}{4(\phi-E)^{3/2}}>0 .$$

A function that curves upwards has its largest value at an end of the interval. The candidates are $G(0)=-2\kappa L$ and $G(\phi)=-x$, the two exponents of the estimate. For this rectangle the leading exponent therefore switches from one end to the other at $L_c$.

At $L_c$ we have $a\sqrt\phi=x$, hence $a=\sqrt\phi/k_BT$. Setting $G'=0$ gives $\sqrt{\phi-E}=\sqrt\phi/2$, so the least favourable energy is $E=3\phi/4=0.225$ eV. There $G=-\tfrac34x-\tfrac12x=-\tfrac54x$, which lies $x/4=2.90$ below the ends. Judged by the exponent alone, partly heating an electron and then tunnelling it is a poor compromise in a rectangular barrier. The exponent is not the whole transmission, however. The thick-barrier prefactor $16E(\phi-E)/\phi^2$ vanishes at $E=0$. Near the top that form no longer holds, and the exact transmission tends to $[1+(\kappa L)^2/4]^{-1}$, which is only about 0.11 at $L_c$. Both ends are thus suppressed, which shifts the actual tunnelling current towards intermediate energies.

## From equal exponents to equal currents

Call the part of the energy integral below $\phi$ the tunnelling flux and the rest the over-barrier flux. Near $E=0$ at $L_c$, $G'(0)=-1/k_BT+1/(2k_BT)=-1/(2k_BT)$. With WKB transmission the tunnelling flux is roughly

$$e^{-x}\int_0^\infty e^{-E/2k_BT}dE=2k_BT\,e^{-x},$$

against $k_BT\,e^{-x}$ over the top. The ratio is about 2. The full WKB integral gives 2.53; it is larger because $G$ curves upwards and lies above the straight line used here.

Equality therefore requires a longer barrier. If all tunnelling electrons decayed at the band-edge rate, the extra length would be $\ln(2.53)/2.51\approx0.37$ nm. Electrons above the edge decay more slowly, and the computed equal-flux length is 5.11 nm, an extra 0.49 nm.

Exact transmission changes more. For $E\ll\phi$ the factor $16E(\phi-E)/\phi^2$ is about $16E/\phi$, and the tunnelling flux at $L_c$ becomes

$$e^{-x}\,\frac{16}{\phi}\int_0^\infty E\,e^{-E/2k_BT}dE
=e^{-x}\,\frac{16(2k_BT)^2}{\phi}=\frac{64}{x}\,k_BT\,e^{-x},$$

or about $5.5\,k_BT\,e^{-x}$. This is only a rough guide, since the weight $E\,e^{-E/2k_BT}$ has mean energy $4k_BT\approx0.10$ eV, which is not small beside 0.30 eV. The over-barrier flux also shrinks. For $E>\phi$, $q$ is imaginary and

$$\mathcal T=\left[1+\frac{\phi^2\sin^2(|q|L)}{4E(E-\phi)}\right]^{-1}\le1,$$

so some electrons are reflected even above the top. The full integrals give a tunnelling to over-barrier ratio of 15.1 at $L_c$, and equal fluxes at 6.03 nm. At that length the flux below the top is spread over the whole range from 0 to $\phi$, so the two fluxes are separated by the energy $\phi$ and are not two distinct groups of electrons.

The equal-current length is thus 30% above $L_c$. The exponent estimate gives the scale, but 4.6 nm is not where the currents are equal. It improves as $x$ grows, because the exponents then outweigh the prefactors. With barrier and mass fixed, the ratio of exact equal-flux length to $L_c$ falls from 1.305 at 300 K to 1.039 at 75 K and 1.011 at 30 K.

## What the gate can still do

Tunnelling also weakens the gate's control. Suppose the gate moves the barrier by 1 meV per mV, which is ideal coupling. The thermal factor changes by one decade when $\phi$ changes by $k_BT\ln10$, or 59.5 mV of gate voltage. For band-edge tunnelling, $\kappa\propto\sqrt\phi$ gives

$$\frac{d(2\kappa L)}{d\phi}=\frac{2\kappa L}{2\phi}
\;\longrightarrow\;\frac{1}{2k_BT}\quad\text{at }L=L_c .$$

The exponent responds half as strongly, so a decade costs twice the voltage, 119.1 mV. The total current with exact transmission mixes many energies, and its swing at $L_c$ is 88.1 mV per decade.

At 20 nm the swing is 57.7 mV per decade, slightly below the thermal value. Write $E=\phi+\varepsilon$ in the over-barrier transmission. At fixed $\varepsilon$, the coefficient of $\sin^2$ is $\phi^2/[4\varepsilon(\phi+\varepsilon)]$, which increases with $\phi$. A higher barrier therefore also reflects more of the electrons above it. This small gain belongs to the abrupt walls of the model.

## Other barrier shapes

A real barrier is rounded. For a parabola of base length $L$, $U=\phi(1-y^2)$ with $y$ running from $-1$ to $1$ and position element $(L/2)\,dy$. Let $u=\phi-E$. The WKB exponent is

$$\frac{2\sqrt{2m}}{\hbar}\,\frac L2\int\sqrt{u-\phi y^2}\,dy
=\frac{L\sqrt{2m}}{\hbar}\,\frac{\pi u}{2\sqrt\phi}
=\frac\pi4\,(2\kappa L)\,\frac u\phi ,$$

where the integral is the area of a half-ellipse with semi-axes $\sqrt u$ and $\sqrt{u/\phi}$. At $E=0$ the crossover is $4L_c/\pi=5.89$ nm. The exponent is now linear in $E$, so at this length all energies from 0 to $\phi$ have the same combined exponent: the valley at $3\phi/4$ has gone. The whole range below the top then contributes equally, and the WKB tunnelling flux is $\phi\,e^{-x}$, which is $x\approx11.6$ times the over-barrier flux. At twice this length the combined exponent is $-x-u/k_BT$, whose integral over $u$ is close to $k_BT\,e^{-x}$. Equal fluxes therefore need about 12 nm, twice the equal-exponent length rather than 30% more.

A drain voltage tilts the barrier. Let $V$ be the corresponding energy drop, linear along the channel. A drop of 0.05 eV moves the band-edge crossover only to 4.83 nm. The opposite limit is a channel without gate control, with $V=0.60$ eV falling along its whole length. An electron of depth $u$ leaves the barrier at position $Lu/V$, and its exponent is

$$\frac{2\sqrt{2m}}{\hbar}\int_0^{Lu/V}\sqrt{u-\frac{Vs}{L}}\,ds
=\frac{2\sqrt{2m}}{\hbar}\,\frac{2L}{3V}\,u^{3/2}
=\frac{2\phi}{3V}(2\kappa L)\left(\frac u\phi\right)^{3/2}.$$

The end exponents are equal at $L=(3V/2\phi)L_c=13.87$ nm. With $w=u/\phi$, the combined exponent there is $-x+x(w-w^{3/2})$. It is largest at $w=4/9$, or $E=5\phi/9=0.167$ eV, where it exceeds the end values by $4x/27=1.72$. Electrons that are partly heated and then tunnel now have the advantage, so 13.87 nm does not mark a switch between two routes.

## Comparison with a silicon transistor

The parameters are round values in the regime of an n-channel silicon device that is switched off. Silicon's light transverse mass is roughly $0.2\,m_0$ and its heavy mass roughly $0.92\,m_0$; crystal orientation and confinement decide which one governs transport. The table changes one assumption at a time and keeps the others. Every entry is an equal-exponent length, not an equal-current length.

| Change | Length (nm) |
|---|---:|
| None: equal exponents | 4.62 |
| Heavy mass along the channel | 2.16 |
| Two-band decay | 5.40 |
| Parabolic barrier | 5.89 |
| 358 K | 3.87 |
| 77 K | 18.01 |

Two-band decay allows for the valence band below the barrier: $q^2=2mu(1-u/E_g)/\hbar^2$, with a gap $E_g$ of roughly 1.12 eV. At $u=\phi$ it multiplies $\kappa$ by $\sqrt{1-0.30/1.12}=0.86$, which lengthens $L_c$. This relation describes a direct gap. Silicon's gap is indirect, and its true correction depends on the transport direction, so this row only illustrates the possible size of the effect. The temperature rows follow $L_c\propto1/T$: cooling suppresses the thermal route but leaves the tunnelling exponent alone.

Real sources are heavily doped, which breaks the non-degenerate assumption. Put the Fermi level 0.10 eV above the band edge and keep the barrier 0.30 eV above that level. Electrons at the Fermi level then have the original two exponents, and the exact equal-flux length is 6.21 nm instead of 6.03 nm. The flat barrier is a stronger assumption: in the ungated limit at 300 K, the two end exponents become equal only at 13.87 nm, and at that length the flux below the top is still about 90 times the flux over it. The relevant $L$ is the width of the actual barrier at the electron's energy, which need not equal the gate length.

Could 0.60 V across so short a channel cause other leakage? Over 4.62 nm the mean field is 1.30 MV/cm, which is high for silicon. Yet an electron from the source edge gains 0.60 eV, and one starting at the barrier top reaches 0.90 eV in the drain; both are below the gap, so neither can create an electron-hole pair by impact. Only the few electrons that start more than 0.22 eV above the barrier top reach the gap energy. The drain conduction edge, at $-0.60$ eV, also lies 0.22 eV above the channel valence edge at $0.30-1.12=-0.82$ eV, so band-to-band tunnelling between these edges has no common energy. With source and drain doped as in the example above, the barrier top lies 0.40 eV above the source band edge and both margins shrink to 0.12 eV. A higher drain voltage or barrier would use them up. These margins use the gap of lightly doped silicon. A Fermi level 0.10 eV into the band needs doping above $10^{20}$ cm$^{-3}$ in bulk silicon, which narrows the gap in the drain by roughly 0.1 eV and removes most of the margin against impact ionisation. Leakage through the gate insulator and through defects lies outside the model.

For the stated rectangle, 4.6 nm is the length of equal exponents and about 6 nm the length of equal currents. The numerical output lists the values behind both.

## Computed results

```
barrier height: 0.30 eV
effective mass: 0.20 m0
temperature: 300 K
thermal energy kT: 0.02585 eV
decay rate kappa: 1.2549 1/nm
tunnelling exponent per length 2 kappa: 2.5098 1/nm
attenuation factor per nm: 12.3
thermal exponent: 11.605
Boltzmann factor: 9.125e-06
crossover length L_c: 4.624 nm
tunnelling exponent at 3 nm: 7.53
tunnelling exponent at 6 nm: 15.06
energy of weakest contribution at L_c: 0.225 eV
exponent deficit at that energy: 2.90
thermal swing: 59.5 mV/decade
band-edge tunnelling swing at L_c: 119.1 mV/decade
total exact-flux swing at L_c: 88.1 mV/decade
total exact-flux swing at 20 nm: 57.7 mV/decade
WKB flux ratio below/above top at L_c: 2.53
exact flux ratio below/above top at L_c: 15.13
equal-flux length, WKB: 5.11 nm
equal-flux length, exact transmission: 6.03 nm
exact equal-flux length / L_c at 300 K: 1.305
exact equal-flux length / L_c at 75 K: 1.039
exact equal-flux length / L_c at 30 K: 1.011
source Fermi level in degenerate case: 0.10 eV
barrier above band edge in that case: 0.40 eV
equal-flux length, degenerate source: 6.21 nm
heavy silicon mass (rough): 0.92 m0
L_c with heavy mass: 2.16 nm
silicon gap (rough): 1.12 eV
L_c with two-band decay: 5.40 nm
L_c at 358 K: 3.87 nm
L_c at 77 K: 18.01 nm
L_c for parabolic barrier (base length): 5.89 nm
small drain bias: 0.05 V
L_c with small linear tilt: 4.83 nm
large drain bias: 0.60 V
equal-end-exponent length, full linear drop: 13.87 nm
best energy in that case: 0.167 eV
exponent gain at best energy: 1.72
mean field, large bias over L_c: 1.30 MV/cm
gap minus energy gained from large bias: 0.52 eV
drain conduction edge minus channel valence edge: 0.22 eV
```
